# How a Gaussian Barrier Uncertainty Spreads an Activated Hopping Rate

## Problem

A kinetic Monte Carlo model of epitaxy contains an adatom hop with the rate

$$k=\nu\,e^{-E/k_BT}.$$

The barrier $E$ has been calculated, but its value is uncertain. Describe this uncertainty by a Gaussian with mean $E_0=1.5$ eV and standard deviation $\sigma=0.1$ eV. The attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$ and the temperature $T=800$ K are taken as known.

(a) By what factor does the rate change when the barrier changes by one standard deviation?

(b) What is the ratio of the mean rate to the median rate, and which barriers produce the mean?

(c) What do these factors imply for waiting times, for sampling over barriers and for a predicted growth temperature?

(d) How far do the answers depend on the Gaussian shape and on the quantities taken as known?

The distribution expresses ignorance about one barrier that has one true value. It doesn't describe a surface whose sites have different barriers. An average below is therefore an average over possible models, not a diffusion coefficient of a disordered surface.

## Solution

### (a) The spread

Write $E=E_0+x$, where $x$ is Gaussian with zero mean and standard deviation $\sigma$. Then

$$\ln k=\ln\nu-\frac{E_0}{k_BT}-\frac{x}{k_BT}.$$

The logarithm of the rate is linear in $x$, so it is Gaussian too. Its standard deviation is

$$s=\frac{\sigma}{k_BT}=\frac{0.1\ \mathrm{eV}}{0.06894\ \mathrm{eV}}=1.451 .$$

The rate falls steadily as the barrier rises. Half of the barriers lie below $E_0$, so half of the rates lie above the rate at $E_0$. The median rate is therefore

$$k_{\rm med}=\nu e^{-E_0/k_BT}=3.55\times10^3\ \mathrm{s^{-1}} .$$

Setting $x=\mp\sigma$ gives $k=k_{\rm med}e^{\pm s}$. The factor per standard deviation is

$$e^{s}=e^{1.451}\approx4.3 .$$

The central 68% band runs from $8.3\times10^2$ to $1.5\times10^4\ \mathrm{s^{-1}}$. Two standard deviations give $e^{2s}\approx18$ in either direction. Neither $E_0$ nor $\nu$ enters these factors; at a given temperature they set only the common scale of the rates, through the median.

### (b) The mean

The mean rate is the integral of the rate over the barrier distribution:

$$\langle k\rangle=\frac{k_{\rm med}}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}dx\,\exp\!\left(-\frac{x^2}{2\sigma^2}-\frac{x}{k_BT}\right).$$

To complete the square, expand

$$\frac{(x+\sigma^2/k_BT)^2}{2\sigma^2}=\frac{x^2}{2\sigma^2}+\frac{x}{k_BT}+\frac{\sigma^2}{2(k_BT)^2}.$$

The last term is $s^2/2$. The exponent in the integral is thus

$$-\frac{(x+\sigma^2/k_BT)^2}{2\sigma^2}+\frac{s^2}{2}.$$

The shifted Gaussian integrates to $\sqrt{2\pi}\,\sigma$, which cancels the normalization, and

$$\frac{\langle k\rangle}{k_{\rm med}}=e^{s^2/2}=e^{1.052}\approx2.9 .$$

The mean rate is $1.02\times10^4\ \mathrm{s^{-1}}$. It exceeds the median because a barrier that is too low by some amount adds more to the average rate than a barrier too high by the same amount removes. For $s\ll1$ the ratio is $1+s^2/2$, a second-order effect, while the spread factor $1+s$ is first order. Here $s$ exceeds one and both are large.

As a numerical comparison, one million barriers drawn at random gave a ratio of 2.852, against 2.864 from the formula. The difference is 0.4% of the ratio, about one and a half times the sampling error expected from the formula in part (c).

The completed square also shows which barriers matter. Weighted by their rates, the barriers form a Gaussian of unchanged width $\sigma$, centred at

$$E_0-\frac{\sigma^2}{k_BT}=1.50-0.145\approx1.355\ \mathrm{eV}.$$

In units of $\sigma$ this centre lies at $-s$ relative to $E_0$. Let $\Phi$ be the cumulative distribution of a standard Gaussian. Barriers below $E_0-\sigma$ have probability $\Phi(-1)=16\%$, but their share of the mean is

$$\Phi\!\left(\frac{-\sigma-(-s\sigma)}{\sigma}\right)=\Phi(s-1)=67\% .$$

The rate exceeds its mean when $-x/k_BT>s^2/2$, that is, when $x<-s\sigma/2$. The probability of this is $\Phi(-s/2)=23\%$. The rate of the one real system is thus more likely to lie below the mean than above it. It is equally likely to lie on either side of the median, and the 68% band shows how far away it may be.

The same centre is the apparent activation energy of the mean rate. With $\beta=1/k_BT$ and $\sigma$ held fixed,

$$\ln\langle k\rangle=\ln\nu-\beta E_0+\frac{\beta^2\sigma^2}{2},\qquad
-\frac{d\ln\langle k\rangle}{d\beta}=E_0-\beta\sigma^2 .$$

Both factors depend on temperature through $s$. The table keeps $\sigma=0.1$ eV.

| $T$ (K) | Factor per $\sigma$, $e^s$ | Mean/median, $e^{s^2/2}$ |
|---:|---:|---:|
| 600 | 6.9 | 6.5 |
| 800 | 4.3 | 2.9 |
| 1000 | 3.2 | 2.0 |

Over this range, cooling raises the mean ratio by a larger factor than the spread factor. The logarithms of the two are $s^2/2$ and $s$, and their derivatives with respect to $s$ are $s$ and 1. The mean ratio therefore grows proportionally faster when $s>1$, which for $\sigma=0.1$ eV means below about 1160 K.

### (c) Consequences for a simulation

**Waiting time.** For a given rate, the waiting time of a Poisson process has the mean $1/k$. Averaging this over barriers changes the sign of the term $x/k_BT$ in the integral. The substitution $x\to-x$ restores the earlier integral, so

$$\left\langle\frac1k\right\rangle=\frac{e^{s^2/2}}{k_{\rm med}}=0.81\ \mathrm{ms}.$$

The inverse of the mean rate is 0.098 ms. The two times differ by the factor

$$\langle k\rangle\left\langle\frac1k\right\rangle=e^{s^2/2}\,e^{s^2/2}=e^{s^2}=8.2 .$$

High barriers dominate the mean time and low barriers the mean rate. A statement about an "average" must therefore name the quantity that was averaged.

**Sampling over barriers.** Suppose that the mean rate is estimated from $N$ independently drawn barriers. The second moment follows from the integral for the mean when $1/k_BT$ is replaced by $2/k_BT$, hence $s$ by $2s$:

$$\langle k^2\rangle=k_{\rm med}^2e^{(2s)^2/2}=k_{\rm med}^2e^{2s^2}.$$

Since $\langle k\rangle^2=k_{\rm med}^2e^{s^2}$, the relative variance of one draw is

$$\frac{\langle k^2\rangle-\langle k\rangle^2}{\langle k\rangle^2}=e^{s^2}-1 .$$

The variance of an average of $N$ independent draws is smaller by $N$. Its standard error, relative to the true mean, is $\sqrt{(e^{s^2}-1)/N}$. For an error of 10%,

$$N=\frac{8.20-1}{0.10^2}=720 .$$

This counts barrier values, not hops. More hops at one fixed barrier reduce the statistical noise of that run but leave the barrier uncertainty untouched.

**Growth temperature.** Suppose that a change of growth mode occurs when $k$ reaches a given value, with the deposition flux and $\nu$ held fixed. If the true barrier is $E_0+\sigma$, the temperature $T'$ that restores the old rate satisfies

$$\frac{E_0+\sigma}{k_BT'}=\frac{E_0}{k_BT}
\quad\Longrightarrow\quad
T'=T\left(1+\frac{\sigma}{E_0}\right)=853\ \mathrm K .$$

One standard deviation of the barrier thus shifts the predicted transition by 53 K. This shift, unlike the rate factors, does depend on $E_0$. To know the rate within a factor of two at 800 K, the barrier error must not exceed $k_BT\ln2=0.048$ eV.

### (d) What the estimate depends on

**Shape of the distribution.** A barrier change of 0.1 eV multiplies or divides the rate by 4.3 whatever the distribution. That this factor also bounds the central 68% band holds for the Gaussian: at the same $\sigma$, the uniform and two-sided exponential distributions below give band factors of 5.6 and 3.2. The mean depends on the low-barrier tail, and these two symmetric distributions show how strongly.

A uniform distribution on $-a<x<a$ has variance $a^2/3$, so $a=\sqrt3\,\sigma$. Its mean ratio is

$$\frac1{2a}\int_{-a}^{a}e^{-x/k_BT}dx=\frac{\sinh(a/k_BT)}{a/k_BT}=\frac{\sinh(\sqrt3\,s)}{\sqrt3\,s}=2.4 .$$

A two-sided exponential distribution has the density $e^{-|x|/b}/(2b)$ and variance $2b^2$, so $b=\sigma/\sqrt2$. With $r=b/k_BT=s/\sqrt2$, the positive and negative halves give

$$\frac12\left(\frac1{1+r}+\frac1{1-r}\right)=\frac1{1-r^2}=\frac1{1-s^2/2}.$$

The negative half converges only for $r<1$, or $s<\sqrt2$. For $\sigma=0.1$ eV this requires $T>821$ K. At 800 K the unbounded integral diverges. Cutting the distribution off at $E=0$ makes it finite, with a ratio of 14, but that number reflects the cutoff. The factor 2.9 therefore depends on the assumed Gaussian shape, which a few benchmark calculations can hardly establish.

**Very low barriers.** The Arrhenius form needs a barrier of several $k_BT$. In the Gaussian model, barriers below $5k_BT=0.345$ eV contribute a fraction of about $3\times10^{-24}$ to the mean. The formal extension of the integral to negative barriers is harmless here. It would not be for a small $E_0$ or a large $\sigma^2/k_BT$.

**Prefactor.** Let $\nu$ also be uncertain, with a Gaussian logarithm, an unchanged median and a factor of 3 per standard deviation. If this error is independent of the barrier error, the variances of $\ln k$ add:

$$s_{\rm tot}=\sqrt{s^2+(\ln3)^2}.$$

The factor per standard deviation becomes $e^{s_{\rm tot}}=6.2$, and the mean ratio becomes $e^{s_{\rm tot}^2/2}=5.2$. A correlation between the two errors would change both numbers.

**Temperature.** A substrate hotter by 10 K changes the rate by

$$\exp\!\left[\frac{E_0}{k_B}\left(\frac1{800\ \mathrm K}-\frac1{810\ \mathrm K}\right)\right]=1.31 .$$

This is a noticeable error, but much smaller than that from the barrier.

**Tunnelling.** Model the top of the barrier as an inverted parabola of frequency $\omega=2\pi\nu$, and let $u=\hbar\omega/k_BT$. At an energy $yk_BT$ above the top, the transmission probability is $1/(1+e^{-2\pi y/u})$. For a barrier many $k_BT$ high, the thermal average relative to classical crossing is

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}} .$$

Put $z=e^{2\pi y/u}$ and $p=u/2\pi$, so that $dy=p\,dz/z$ and $e^{-y}=z^{-p}$. For $0<p<1$,

$$\kappa=p\int_0^\infty\frac{z^{-p}}{1+z}\,dz=\frac{\pi p}{\sin\pi p}=\frac{u/2}{\sin(u/2)}=1.015 .$$

This 1.5% is a net effect: tunnelling below the top adds about 7% and reflection above it removes about 6%. Quantizing the vibration in the well at the same frequency would add a further factor $\sinh(u/2)/(u/2)=1.015$. Both corrections can be ignored beside a factor of 4.3.

**The real case.** The parameters are rough typical values for an isolated group-III adatom on GaAs(001) during epitaxy. Simple growth models give such an adatom one effective hopping barrier and raise it for each lateral neighbour. An uncertainty of 0.1 eV is a plausible rough size for a calculated barrier, not a guaranteed bound. The real surface is reconstructed and anisotropic, with several kinds of hop, so the single barrier is itself an approximation. Calculated barriers for different directions can differ by a few tenths of an eV, and a difference of 0.3 eV is a rate ratio of about 78 at 800 K, far beyond the factor 4.3. The estimate above applies to one hop at a time. The assumption of a known prefactor also fails in practice; the assumed factor of 3 moves the spread from 4.3 to 6.2. The numerical output lists the values used in this estimate.

## Table of computed values

```
Mean barrier E0: 1.50 eV
Barrier standard deviation sigma: 0.10 eV
Attempt frequency nu: 1.0e+13 1/s
Temperature T: 800 K
Thermal energy kT: 0.06894 eV
s = sigma/kT: 1.4506
s^2/2: 1.0521
Rate factor per standard deviation: 4.266
Rate factor for two standard deviations: 18.2
Mean rate / median rate: 2.864
Same ratio from random sampling: 2.852
Median rate: 3.552e+03 1/s
Mean rate: 1.017e+04 1/s
68% band, lower rate: 8.326e+02 1/s
68% band, upper rate: 1.515e+04 1/s
Inverse of median rate: 0.2816 ms
Mean waiting time: 0.8063 ms
Inverse of mean rate: 0.0983 ms
Mean rate times mean waiting time: 8.20
Shift sigma^2/kT: 0.1451 eV
Rate-weighted mean barrier: 1.3549 eV
Probability of barrier below E0-sigma: 15.9 %
Share of mean rate from those barriers: 67.4 %
Probability that rate exceeds mean: 23.4 %
Samples for 10% error of mean: 720
Temperature restoring rate at E0+sigma: 853.3 K
Equivalent temperature shift: 53.3 K
Barrier error for a factor 2: 0.0478 eV
At 600 K, factor per sigma: 6.92
At 600 K, mean/median: 6.49
At 1000 K, factor per sigma: 3.19
At 1000 K, mean/median: 1.96
Mean/median, uniform distribution: 2.44
Mean/median, exponential tails cut at E=0: 14.4
Exponential tails need cutoff below T: 820.6 K
Assumed prefactor uncertainty factor: 3.0
Combined factor per standard deviation: 6.17
Combined mean/median: 5.24
Rate factor for +10 K: 1.308
Tunnelling factor: 1.0152
Five kT: 0.345 eV
Share of mean from E below 5 kT: 2.7e-24
```
